Metropolis Steps Are Not Oxidation Time Without Hopping Rates

Q: I have been following an oxygen carrier through a thin oxide film with Metropolis Monte Carlo. It starts at the outer surface, and I count steps until it reaches the metal. Over 4000 runs at 800 K the mean is 260 steps. Atoms attempt hops at about 10¹³ per second, so the crossing takes 260/10¹³ s, or 26 ps. Is that a fair oxidation time?

A: Before we turn steps into seconds, tell me what went into the program.

Q: There are nine sites in a row, numbered 0 to N with N = 8. Their energies E₀ to E₈, in eV, are

0.00, 0.10, 0.05, 0.15, 0.00, 0.10, 0.05, 0.15, 0.00

These are round model values, not those of a particular oxide. At each step I pick left or right with probability ½ and accept the move with probability min(1, exp(−βΔE)). Here ΔE is the energy of the new site minus that of the old one, and β = 1/(k_B T), with k_B T = 0.06894 eV at 800 K. A rejected attempt counts as a step. So does an attempt to leave through the outer surface, which is refused. The run ends at site 8.

A: Then the input is a list of site energies and a temperature. Where is the energy barrier between two neighbouring sites?

Q: There isn't one. But the method obeys detailed balance, and so does the real film. Doesn't that make the motion realistic?

A: Let us see what detailed balance fixes. Take the usual transition-state form for the physical hop rate. Link n joins sites n and n+1; it has a saddle energy S_n and an attempt frequency ν_n. For a hop from i to j across this link,

k(i→j) = ν_n exp[−β(S_n − E_i)]

I assume that each hop forgets the previous ones, and that ν_n is the same in both directions. If the two prefactors differ because the sites vibrate differently, site free energies take the place of E_i. Now divide by the reverse rate:

k(i→j)/k(j→i) = exp[−β(S_n − E_i) + β(S_n − E_j)] = exp[−β(E_j − E_i)]

Both S_n and ν_n have cancelled. Detailed balance fixes the ratio of forward to backward rates and leaves their size open.

Q: So two films could have the same equilibrium and quite different speeds?

A: Yes. If both ends are closed, each has the Boltzmann distribution π_i ∝ exp(−βE_i), because the flow π_i k(i→j) balances its reverse on every link. Your sampler has that distribution too, and its equilibrium averages need no clock.

Q: But my sampler does have a speed. Rejections slow it down on uphill moves. What barrier is it using, in effect?

A: Multiply your move probability P(i→j) by the Boltzmann factor of the starting site:

exp(−βE_i) P(i→j) = ½ exp(−βE_i) min(1, exp[−β(E_j − E_i)])
= ½ min(exp(−βE_i), exp(−βE_j))
= ½ exp[−β max(E_i, E_j)]

The last line holds because the smaller exponential belongs to the higher energy. For the physical rate the same product is

exp(−βE_i) k(i→j) = ν_n exp(−βS_n)

Comparing the two, your carrier moves as if each saddle lay level with the higher of its two sites. An uphill hop costs the energy difference, and a downhill hop costs nothing.

Q: A real saddle is higher than that. Can I repair the clock by adding the missing height?

A: Call the missing height B_n:

S_n = max(E_n, E_{n+1}) + B_n

Divide the physical product by the Metropolis one. The factor exp(−βE_i) cancels on the left, and exp[−β max(E_i, E_j)] cancels on the right:

k(i→j)/P(i→j) = 2ν_n exp(−βB_n)

The 2 undoes your probability ½ of choosing a direction. If the right-hand side has the same value Γ on every link, then

k(i→j) = Γ P(i→j), Γ = 2ν exp(−βB)

and your chain can carry a physical clock. Let attempts occur at random at rate Γ. Each one moves the carrier from i to j with probability P(i→j), so hops from i to j occur at rate ΓP(i→j), which is k(i→j). The mean time per step is 1/Γ.

Q: Then I was nearly right. What does this do to my 26 ps?

A: You must supply B and ν from outside the sampling. For a real material they would come from the energy along the hopping path and from the vibrations at the site and at the saddle. For a model, take B = 0.90 eV and ν = 10¹³ s⁻¹ on every link, and call this film A. Then

Γ = 2 × 10¹³ s⁻¹ × exp(−0.90/0.06894) = 4.28 × 10⁷ s⁻¹
1/Γ = 2.34 × 10⁻⁸ s

With 259 steps for the mean transit,

259 × 2.34 × 10⁻⁸ s = 6.06 × 10⁻⁶ s

The crossing takes about 6 μs, longer than 26 ps by a factor of about 2.3 × 10⁵. Your conversion used 1/ν for the time per step, where the model gives exp(βB)/(2ν).

Q: You wrote 259, but I measured 260. Where does your number come from?

A: From a sum that also shows what happens when the links differ. Let τ_n be the mean time to reach site n+1 for the first time, starting from site n. Write a_n for the rate to the right and b_n for the rate to the left. The carrier waits 1/(a_n + b_n) on average. With probability b_n/(a_n + b_n) it then goes left, and it must return to n before trying again:

τ_n = 1/(a_n + b_n) + [b_n/(a_n + b_n)] (τ_{n−1} + τ_n)

Multiply by a_n + b_n and subtract b_n τ_n from both sides:

a_n τ_n = 1 + b_n τ_{n−1}

Site 0 has no left neighbour, so a₀τ₀ = 1. Now multiply by exp(−βE_n) and define w_n = ν_n exp(−βS_n). From the product found above, exp(−βE_n) a_n = w_n. The left hop uses link n−1, so exp(−βE_n) b_n = w_{n−1}. Hence

w_n τ_n = exp(−βE_n) + w_{n−1} τ_{n−1}

Each link adds one Boltzmann factor to the running total, which gives

w_n τ_n = Z_n, Z_n = exp(−βE_0) + … + exp(−βE_n)

To reach site N the carrier must first reach 1, then 2, and so on, so the mean transit time, written T from here on (the temperature enters through β), is

T = Σ τ_n = Σ Z_n exp(βS_n)/ν_n, n = 0 to N−1

Q: And for steps instead of seconds?

A: Let s_n be the mean number of steps from n to the first arrival at n+1, with p_n and q_n the probabilities of moving right and left. One step is always spent. After it the carrier has arrived, has gone left, or has stayed:

s_n = 1 + q_n(s_{n−1} + s_n) + (1 − p_n − q_n)s_n

The terms in s_n on the right add up to (1 − p_n)s_n, so

p_n s_n = 1 + q_n s_{n−1}

This is the same recursion, with ½ exp[−β max(E_n, E_{n+1})] in place of w_n. The mean step count is therefore

⟨n⟩ = Σ s_n = Σ 2 Z_n exp[β max(E_n, E_{n+1})]

For link 0, Z₀ = 1 and the higher site is at 0.10 eV, so s₀ = 2 exp(0.10/0.06894) = 8.53. The eight terms are

8.53, 10.53, 30.28, 32.28, 24.16, 26.16, 62.56, 64.56

and their sum is 259.07. Your 260 differs from it by sampling scatter. No B_n and no ν_n appears anywhere in this sum.

Q: Is there a simple case in which I can see the scaling?

A: Set all site energies to zero. Then Z_n = n + 1, and the sum of n + 1 from n = 0 to N−1 is N(N+1)/2. With equal links,

⟨n⟩ = N(N+1), T = N(N+1) exp(βB)/(2ν)

For N = 8 that is 72 steps at any temperature, while the time still carries the factor exp(βB). For equal links the step count has the right dependence on thickness, but it holds no information about the barrier.

Q: Suppose I don't know B or ν, but I do know one transit time. I could divide it by my step count and use the result as the time per step.

A: That works for film A. Now make film B by raising one saddle, on the link between sites 5 and 6, by a further 0.30 eV. The site energies are unchanged, so your Metropolis run is unchanged and still gives 259 steps.

In film A this link contributes

26.16 × 2.337 × 10⁻⁸ s = 6.11 × 10⁻⁷ s

The higher saddle multiplies that term by exp(0.30/0.06894) = 77.6. The other seven terms stay as they were, so

T_B = 6.06 × 10⁻⁶ s + (77.6 − 1) × 6.11 × 10⁻⁷ s = 5.29 × 10⁻⁵ s

The transit is 8.7 times slower than in film A.

Q: Then my time per step in film B is 5.29 × 10⁻⁵ s divided by 259, or 2.04 × 10⁻⁷ s. What is wrong with that?

A: Use it to predict the first half of the trip, from site 0 to site 4. The first four terms give 81.6 steps, so your clock predicts

81.6 × 2.042 × 10⁻⁷ s = 1.67 × 10⁻⁵ s

But a carrier on its way to its first arrival at site 4 has never crossed the link between 5 and 6. Its mean time is the same as in film A:

81.6 × 2.34 × 10⁻⁸ s = 1.91 × 10⁻⁶ s

Your prediction is too long by the same factor of 8.7. One constant cannot serve both trips.

Q: Is that special to this film, or can you say when a constant exists?

A: Ask for one constant c that turns the mean step count into the mean time for every target site. Subtract the condition for target n from the one for target n+1. What remains is τ_n = c s_n for each link separately. Dividing the two expressions,

τ_n/s_n = exp(βB_n)/(2ν_n) = c

So ν_n exp(−βB_n) must be the same on all links. We saw before that this is also sufficient. For hopping along a row with your sampler, this is the full condition at a given temperature. If the barriers differ and the attempt frequencies make up for it at one temperature, the balance is lost at another.

Q: The condition contains ν_n as well. Do attempt frequencies matter if all the barriers are right?

A: Take film C. It has the saddles of film A, but the attempt frequency between sites 5 and 6 is 10¹¹ s⁻¹ instead of 10¹³ s⁻¹. That term grows by a factor of 100:

T_C = 6.06 × 10⁻⁶ s + (100 − 1) × 6.114 × 10⁻⁷ s = 6.66 × 10⁻⁵ s

This film is 11 times slower than A, with the same site and saddle energies and the same equilibrium. Your run cannot tell the three films apart.

Q: At least I can compare temperatures. If the step count rises on cooling, its slope should give the activation energy.

A: Try it in film A, where a common clock exists. There T = ⟨n⟩ exp(βB)/(2ν). Take the logarithm and differentiate with respect to β, with B and ν independent of temperature:

d ln T/dβ = B + d ln⟨n⟩/dβ

A central difference in β at 800 K gives 0.107 eV for the step count and 1.007 eV for the time. The missing part is B, which is most of the activation energy. Cooling to 600 K raises the count from 259 to 444 steps, a factor of 1.71. The transit time rises from 6.06 μs to 805 μs, a factor of 133. So a time per step fitted at one temperature cannot be carried to another.

Q: What are the slopes for films B and C? I would expect C to match A, since the barriers are the same.

A: They are 1.244 eV for B and 0.974 eV for C, so C comes out slightly below A. The transit sum explains this. The slope of ln T is the average of the slopes of ln τ_n, each weighted by its share τ_n/T. From τ_n = Z_n exp(βS_n)/ν_n,

d ln τ_n/dβ = S_n − ⟨E⟩_n

where ⟨E⟩_n is the Boltzmann mean energy of sites 0 to n, which comes from differentiating ln Z_n. For the link between 5 and 6 in films A and C, S₅ = 0.10 + 0.90 = 1.00 eV and ⟨E⟩₅ = 0.029 eV, so its slope is 0.971 eV. In film A this link has 10% of the transit time. In film C it has

100 × 6.11 × 10⁻⁷ s / (6.66 × 10⁻⁵ s) = 0.92

and it pulls the average down towards 0.971 eV. In film B it has a share of 0.90, but its own slope is 0.30 eV higher, so the average rises. An attempt frequency that does not depend on temperature can thus shift an apparent activation energy, by changing the share of the transit time that each link takes.

Q: Could I change the sampler instead? I have seen the acceptance 1/(1 + exp(βΔE)).

A: That is Barker's rule. Write x = βΔE. The forward acceptance divided by the backward one is

[1 + exp(−x)]/[1 + exp(x)] = exp(−x)

so it has the same equilibrium. Solving the linear equations for its mean transit gives 317 steps instead of 259. Both samplers are correct for equilibrium averages, and they disagree about the number of steps. A physical time could not depend on that choice.

Q: Back to film A with Metropolis. Can I simply advance the clock by 1/Γ at every step?

A: For mean transit times, yes. For their distribution, not quite. Physical attempts come at random, with independent exponential waits of mean 1/Γ and variance 1/Γ². A run of n steps then has mean duration n/Γ and variance n/Γ². Averaging over runs adds the variation of n itself:

Var T = ⟨n⟩/Γ² + Var n/Γ²

Fixed ticks lose the first term. Here the standard deviation of n is 219 steps, and the standard deviation of the transit time is 5.14 μs with random waits against 5.13 μs with fixed ticks. The loss is small because Var n, about 48,000, is much larger than ⟨n⟩ = 259. For a process that takes one step it would be the whole spread.

Q: Films B and C have no common Γ. How do I simulate those?

A: Put the physical rates into the algorithm. In kinetic Monte Carlo you add up all escape rates from the present site i:

R_i = Σ_j k(i→j)

The probability of still being there after a time t is exp(−R_i t). Set this equal to a random number u, uniform between 0 and 1, and solve for the wait:

t = −ln(u)/R_i

Then choose the hop to j with probability k(i→j)/R_i. For film B, 3000 such walks have a mean transit of 5.28 × 10⁻⁵ s, against 5.29 × 10⁻⁵ s from the sum.

You can also keep your accept-and-reject loop. Let k_max be the largest rate in the film, choose a direction with probability ½, and accept with probability k(i→j)/k_max. The move probability is then k(i→j)/(2k_max), so every link has the same Γ = 2k_max. The price is many rejections if the carrier spends most of its time on sites where its hop rates are far below k_max.

Q: In kinetic Monte Carlo every event is a real hop. Can I average over events, as I average over steps in Metropolis?

A: Not in general, because the mean wait before a hop differs from site to site. Close both ends of film A and let it reach equilibrium. The carrier spends a fraction π_i of the time on site i and leaves it at rate R_i, so the number of departures from i per unit time is π_i R_i. If you record one value per event, you sample a distribution proportional to π_i R_i. Sites that are left quickly are counted too often.

Q: How large is the error here?

A: In film A, π_i k(i→j) is proportional to exp[−β max(E_i, E_j)]. This is g = exp(−0.10/0.06894) = 0.2344 on the four links whose higher site is at 0.10 eV, and h = exp(−0.15/0.06894) = 0.1135 on the four whose higher site is at 0.15 eV. The weight of a site is the sum over its links:

- each site at 0.10 eV: 2g
- each site at 0.05 eV: g + h
- each site at 0.15 eV: 2h

There are two sites of each kind. The remaining three have zero energy. Every link is counted once from each end, so the total weight is 2(4g + 4h) = 8(g + h). The event-counted mean energy is

[2(0.10)(2g) + 2(0.05)(g + h) + 2(0.15)(2h)]/[8(g + h)] eV
= (0.5g + 0.7h)/[8(g + h)] eV
= 0.0707 eV

The Boltzmann mean is 0.0277 eV. If each visit is weighted by its residence time, the weight becomes π_i R_i × 1/R_i = π_i, and the Boltzmann mean returns. A simulation of 1000 walkers, with 2000 hops each after 500 discarded ones, gives 0.0707 eV by counting events and 0.0278 eV with time weights.

Your Metropolis average needs no such weights, because rejected attempts are counted. A site that is hard to leave is recorded again at each rejection.

Q: So for film A, may I now call 6 μs the oxidation time?

A: Call it the mean transit time of one carrier through a film of fixed thickness. Growth also depends on the number of carriers and on a thickness that changes as oxide forms. Unless the steps at the two interfaces are fast compared with transport through the film, it depends as well on the rates at which oxygen enters at the surface and reacts at the metal. The hopping parameters B and ν do not supply any of these. The model also leaves out the electric field. In a real film only a few nanometres thick, the field can be strong enough to tilt the site and saddle energies of a charged carrier and change its transit time. It also removes the common clock of film A. With each saddle midway along its link, a drop of δ per link raises B_n by δ/2 on links that still run uphill and lowers it by δ/2 on links that already ran downhill, so the B_n are no longer equal.

The number of carriers also changes what a step means. With M independent carriers, one of which is picked at random for each attempt, a given carrier moves with probability P(i→j)/M per step. To keep its rate at k(i→j), attempts must come at rate MΓ. One step then takes 1/(MΓ) on average, and a sweep of M steps takes 1/Γ.

Q: And if hops are not of the kind you assumed?

A: Then the rates must be changed before any clock is attached. If the carrier often makes a second hop before it has settled in its new site, the hops are no longer independent, and a list of single-hop rates is not enough. If tunnelling contributes appreciably, as it can at low temperature, the rate need not have the form ν exp[−β(S − E)]. If carriers interact, the others can block a hop or change its barrier, and a single-carrier model with a uniform B becomes a further assumption to justify.

Q: What should I write beside my 260 steps, then?

A: Write that it is the mean number of attempted Metropolis moves at 800 K, for these site energies. If you want to quote seconds, state the saddle energies and attempt frequencies as well, and say how each step or event was given its time.
